# Overlap and conditioning of cubic B-spline blip functions

## Question

In some linear-scaling methods each local orbital is expanded in blip functions, identical splines centred on the points of a regular grid. Take the cubic B-spline with unit integral,

$$
B(x)=\begin{cases}\tfrac23-x^2+\tfrac12|x|^3, & |x|\le 1,\\[2pt] \tfrac16(2-|x|)^3, & 1\le|x|\le 2,\\[2pt] 0, & |x|\ge 2,\end{cases}
$$

with centres at the integers. Define $S_n=\int B(x)B(x-n)\,dx$. The condition number $\kappa$ is the ratio of the largest to the smallest eigenvalue of the overlap matrix. The algebra is in atomic units.

**(a)** Calculate every $S_n$. How do the values change if the blip is scaled to have peak value 1?

**(b)** Find $\kappa$ for a periodic ring of $N\ge4$ blips with $N$ even. What changes for odd $N$? Describe the function that belongs to the smallest eigenvalue.

**(c)** An orbital confined to a finite region uses an open row of $N$ blips. Show how its condition number is related to the result of (b).

**(d)** Extend the results to grid spacing $h$ and to products of blips in three dimensions.

**(e)** Find the kinetic energy of the function described in (b), and show that no state of the ring's blip basis has a higher one. Evaluate it for $h=0.25$ Å.

## Model answers

### (a) Overlap elements

Let $M_1$ be the unit box, equal to 1 for $|x|<\tfrac12$ and 0 outside. Let $M_p$ be the convolution of $p$ such boxes, so that

$$
M_{p+1}(x)=\int_{x-1/2}^{x+1/2}M_p(t)\,dt .
$$

With $y_+=\max(y,0)$, the claim for $p\ge2$ is

$$
M_p(x)=\frac{1}{(p-1)!}\sum_{k=0}^{p}(-1)^k\binom pk\left(x+\tfrac p2-k\right)_+^{p-1}.
$$

For $p=1$ the powers are read as unit steps, and the formula is the box. Suppose it holds for $p$. Integrating term $k$ gives

$$
\frac{1}{p!}\left[\left(x+\tfrac{p+1}2-k\right)_+^{p}-\left(x+\tfrac{p+1}2-k-1\right)_+^{p}\right].
$$

The power labelled $k$ therefore collects $(-1)^k\left[\binom pk+\binom p{k-1}\right]=(-1)^k\binom{p+1}k$, which is the formula for $p+1$.

The blip is $M_4$. For $-2\le x\le-1$ one term survives, $(x+2)^3/6$. For $-1\le x\le0$,

$$
\frac{(x+2)^3-4(x+1)^3}{6}=\frac{4-6x^2-3x^3}{6}=\frac23-x^2+\frac{|x|^3}{2}.
$$

Both agree with $B$, and evenness covers $x>0$. Evenness also gives $B(x-n)=B(n-x)$, so the overlap is a convolution: $S_n=(B*B)(n)=M_8(n)$. Using $M_8(n)=M_8(-n)$ to keep the sums short,

$$
S_n=\frac1{5040}\sum_k(-1)^k\binom8k(4-n-k)_+^7 .
$$

Hence

$$
\begin{aligned}
5040\,S_3&=1,\\
5040\,S_2&=2^7-8=120,\\
5040\,S_1&=3^7-8\cdot2^7+28=1191,\\
5040\,S_0&=4^7-8\cdot3^7+28\cdot2^7-56=2416,
\end{aligned}
$$

or

$$
S_0=\frac{151}{315},\quad S_1=\frac{397}{1680},\quad S_2=\frac1{42},\quad S_3=\frac1{5040}.
$$

Also $S_{-n}=S_n$, and $S_n=0$ for $|n|\ge4$, where the supports share at most one point.

There is a sum check. Since $\sum_jB(x-j)=\sum_j\int_{x-j-1/2}^{x-j+1/2}M_3\,dt=\int M_3\,dt=1$, it follows that $\sum_nS_n=\int B\,dx=1$. Indeed $2416+2(1191+120+1)=5040$.

The peak is $B(0)=\tfrac23$. A blip with peak value 1 is $\tfrac32B$, so all overlaps are multiplied by $\tfrac94$; for example, $S_0$ becomes 1.0786. A common factor leaves $\kappa$ unchanged.

### (b) The ring

On a ring the overlap of two blips $n$ sites apart is $\sum_lS_{n+lN}$, summed over integer $l$; with $n$ taken as the shortest separation round the ring, $|n|\le N/2$, the terms with $l\ne0$ matter only for $N\le6$, where two blips overlap both ways round. The matrix is unchanged by a shift of one site, and since $e^{i\theta N}=1$ for the angles below, the eigenvalue is $\sum_nS_ne^{i\theta n}$ over all integers $n$ for every $N\ge4$. Its eigenvectors are $c_j=e^{i\theta j}$ with $\theta=2\pi m/N$ and integer $m$, and the eigenvalues are

$$
S(\theta)=S_0+2S_1\cos\theta+2S_2\cos2\theta+2S_3\cos3\theta .
$$

Put $c=\cos\theta$, $\cos2\theta=2c^2-1$ and $\cos3\theta=4c^3-3c$:

$$
\begin{aligned}
5040\,S(\theta)&=2416+2382c+240(2c^2-1)+2(4c^3-3c)\\
&=8c^3+480c^2+2376c+2176,
\end{aligned}
$$

$$
S(\theta)=\frac{c^3+60c^2+297c+272}{630}.
$$

The derivative of the numerator is $3c^2+120c+297\ge297-120>0$ on $-1\le c\le1$. The extremes are therefore at the ends:

$$
S(0)=\frac{630}{630}=1,\qquad S(\pi)=\frac{-1+60-297+272}{630}=\frac{17}{315}.
$$

An even ring contains both angles, so

$$
\kappa=\frac{315}{17}\approx18.53 .
$$

An odd ring does not contain $\theta=\pi$, and its condition number is smaller. For $N=11$ it is 15.22.

On an odd ring the smallest eigenvalue is doubly degenerate and belongs to the two angles nearest $\pi$, $\theta=\pm(\pi-\pi/N)$. On an even ring it belongs to coefficients of alternating sign, that is, to $A(x)=\sum_j(-1)^jB(x-j)$. At a grid point its magnitude is $B(0)-2B(1)=\tfrac23-\tfrac26=\tfrac13$. Because $A$ is even and $A(x+1)=-A(x)$, it vanishes midway between grid points. Equal coefficients instead give the constant function 1. The overlapping blips thus largely cancel in $A$: its squared norm per cell is $17/315$, against 1 for the constant.

### (c) The open row

Let $C(\theta)=\sum_jc_je^{-i\theta j}$ for a nonzero vector $c$ on the row. Since $S_n$ are the Fourier coefficients of $S(\theta)$,

$$
\frac{c^\dagger Sc}{c^\dagger c}=\frac{\int_{-\pi}^{\pi}S(\theta)|C(\theta)|^2d\theta}{\int_{-\pi}^{\pi}|C(\theta)|^2d\theta}.
$$

This is a weighted average of $S(\theta)$. The weight vanishes at no more than a finite number of angles, so the average lies strictly between $17/315$ and 1. Hence $\kappa_N<315/17$.

A vector on $N$ sites, padded with a zero, is also a trial vector on $N+1$ sites and has the same quotient. Lengthening the row therefore cannot lower the largest eigenvalue or raise the smallest, and $\kappa_N$ never decreases with $N$.

To find the limit, use two trial vectors for $N\ge3$. There are $N-n$ pairs at separation $n\le3$. Equal coefficients give

$$
S_0+2\sum_{n=1}^3\left(1-\frac nN\right)S_n=1-\frac2N(S_1+2S_2+3S_3)=1-\frac{239}{420N},
$$

because $2(1191+240+3)/5040=239/420$. Alternating coefficients give

$$
\frac{17}{315}-\frac2N(-S_1+2S_2-3S_3)=\frac{17}{315}+\frac{53}{140N},
$$

because $2(1191-240+3)/5040=53/140$. The largest eigenvalue is at least the first quotient and the smallest is at most the second, so

$$
\frac{1-239/(420N)}{17/315+53/(140N)}\le\kappa_N<\frac{315}{17}.
$$

The left side tends to $315/17$, and so does $\kappa_N$. Diagonalization gives $\kappa_8=13.24$, $\kappa_{16}=16.75$, $\kappa_{32}=18.03$ and $\kappa_{128}=18.50$. The lower bound is not a good estimate for short rows: at $N=16$ it is 12.42.

### (d) Spacing and three dimensions

For blips $B(x/h-j)$, the substitution $x=hu$ gives overlaps $hS_n$. At $h=0.25$ Å, $hS_0=0.25\times0.47937=0.1198$ Å. The common factor $h$ cancels in $\kappa$, so refining the grid at a fixed number of blips does not alter the conditioning. For an open row covering a region of fixed size, refining the grid increases $N$, and $\kappa_N$ moves up towards $315/17$ as in (c). On an even ring $\kappa$ stays at $315/17$ whatever $N$ is.

For product blips $B(x)B(y)B(z)$ the overlap integral factorizes. Products of one-dimensional eigenvectors are eigenvectors, and their eigenvalues are products of three one-dimensional eigenvalues. All of these are positive, so the extremes multiply:

$$
\kappa_{\rm 3D}=\kappa^3=\left(\frac{315}{17}\right)^3\approx6362
$$

for a periodic grid with an even number of points along each side. An open cube with 16 blips per side has $\kappa_{16}^3\approx4703$. If a support region of another shape keeps a subset of the blips in a cube, the zero-padding argument of (c) shows that its condition number cannot exceed that of the cube.

### (e) Kinetic energy of the alternating function

The kinetic elements at $h=1$ are $T_n=\tfrac12\int B'(x)B'(x-n)\,dx$. Let $S(s)=\int B(x)B(x-s)\,dx=M_8(s)$ for a continuous shift $s$. Differentiating once and integrating by parts gives $\int B'(x)B(x-s)\,dx$; differentiating again gives $-\int B'(x)B'(x-s)\,dx$. Thus $T_n=-\tfrac12M_8''(n)$. The averaging rule implies $M_{p+1}'(x)=M_p(x+\tfrac12)-M_p(x-\tfrac12)$, and applying it twice yields

$$
T_n=-\tfrac12\left[M_6(n+1)-2M_6(n)+M_6(n-1)\right].
$$

From the formula in (a), $120M_6(2)=1$, $120M_6(1)=2^5-6=26$ and $120M_6(0)=3^5-6\cdot2^5+15=66$. Therefore

$$
\begin{aligned}
T_0&=-\frac{26-132+26}{240}=\frac13, & T_1&=-\frac{1-52+66}{240}=-\frac1{16},\\
T_2&=-\frac{0-2+26}{240}=-\frac1{10}, & T_3&=-\frac1{240}.
\end{aligned}
$$

The ring eigenvalues of the kinetic matrix are

$$
\begin{aligned}
T(\theta)&=\frac13-\frac c8-\frac{2c^2-1}{5}-\frac{4c^3-3c}{120}\\
&=\frac{16-3c-12c^2-c^3}{30}=\frac{(1-c)(c^2+13c+16)}{30}.
\end{aligned}
$$

The same vectors diagonalize both matrices, so the kinetic energies are

$$
E(\theta)=\frac{T(\theta)}{S(\theta)}=21(1-c)\frac PD,
$$

with $P=c^2+13c+16$ and $D=c^3+60c^2+297c+272$. At $c=-1$, $P=4$ and $D=34$, giving

$$
E(\pi)=\frac{21\cdot2\cdot4}{34}=\frac{84}{17}\approx4.9412 .
$$

To show that this is the maximum, differentiate $P/D$. Its derivative is $-(PD'-P'D)/D^2$, where

$$
\begin{aligned}
PD'&=3c^4+159c^3+1905c^2+5781c+4752,\\
P'D&=2c^4+133c^3+1374c^2+4405c+3536,\\
PD'-P'D&=c^4+26c^3+531c^2+1376c+1216\\
&=u^4+22u^3+459u^2+388u+346,\qquad u=1+c\ge0 .
\end{aligned}
$$

This is positive, so $P/D$ decreases with $c$. It is also positive, since $P=u^2+11u+4$ and $D=630S>0$. The factor $1-c$ is non-negative and decreasing. Hence $E$ decreases with $c$, and its maximum is at $c=-1$. A general state of the ring has amplitudes $a_m$ on the eigenvectors, and its energy is $\sum_m|a_m|^2S(\theta_m)E(\theta_m)/\sum_m|a_m|^2S(\theta_m)$. This is an average of the $E(\theta_m)$ with non-negative weights, so it cannot exceed $84/17$.

The plane wave of the same wavelength, $2h$, has energy $\pi^2/2\approx4.9348$ at $h=1$. The alternating function must lie above it: $A(x+1)=-A(x)$ restricts its Fourier components to wavenumbers that are odd multiples of $\pi$, and a piecewise cubic is not a pure cosine, so some weight lies above $\pi$.

For spacing $h$ the energy is multiplied by $E_h(a_0/h)^2$, where $E_h$ is the hartree and $a_0$ the bohr radius. At $h=0.25$ Å this factor is 121.92 eV, so

$$
E=4.9412\times121.92\ \text{eV}\approx602.4\ \text{eV}.
$$

The plane wave has 601.6 eV; the excess is 0.13% of that value. In three dimensions kinetic energies add, and alternation along all three axes gives $3\times602.4\approx1807$ eV.

On the ring, the direction in coefficient space with the smallest overlap eigenvalue is thus also the one whose normalized function has the highest kinetic energy $T/S$. The kinetic matrix alone is not largest there: $T(\pi)=4/15$, against $T(\pi/2)=8/15$. The argument needs common eigenvectors of the two matrices, so it does not carry over to an open row. Smooth functions, with $\theta$ near zero, have overlap eigenvalues near 1. These energies describe the uniform periodic basis alone, with no potential. The numerical check checks the elements by direct integration and the spectra by diagonalization.

## Values computed for the example and the checks

```
S_0 (unit grid, dimensionless) = 151/315 = 0.47936508
S_1 (unit grid, dimensionless) = 397/1680 = 0.23630952
S_2 (unit grid, dimensionless) = 1/42 = 0.02380952
S_3 (unit grid, dimensionless) = 1/5040 = 0.00019841
T_0 (unit grid, atomic units) = 1/3 = 0.33333333
T_1 (unit grid, atomic units) = -1/16 = -0.06250000
T_2 (unit grid, atomic units) = -1/10 = -0.10000000
T_3 (unit grid, atomic units) = -1/240 = -0.00416667
S_0 for peak-one blips (dimensionless) = 1.07857143
largest ring eigenvalue, N=12 (dimensionless) = 1.00000000
smallest ring eigenvalue, N=12 (dimensionless) = 0.05396825
condition number, ring N=12 = 18.529412
condition number, ring N=11 = 15.222959
condition number, 3D ring 4x4x4 = 6361.872
open row N=4: condition number = 7.48412, lower bound = 5.77170, cubed = 419.20
open row N=8: condition number = 13.23723, lower bound = 9.17042, cubed = 2319.48
open row N=16: condition number = 16.75402, lower bound = 12.42364, cubed = 4702.81
open row N=32: condition number = 18.03366, lower bound = 14.92763, cubed = 5864.78
open row N=64: condition number = 18.40027, lower bound = 16.55063, cubed = 6229.78
open row N=128: condition number = 18.49659, lower bound = 17.48862, cubed = 6328.13
alternating sum at a grid point = 0.333333
top kinetic energy, unit grid = 4.941176 atomic units
plane-wave value, unit grid = 4.934802 atomic units
grid spacing h = 0.25 angstrom
h*S_0 = 0.11984127 angstrom
h*S_1 = 0.05907738 angstrom
h*S_2 = 0.00595238 angstrom
h*S_3 = 0.00004960 angstrom
alternating-mode kinetic energy = 602.425 eV
plane-wave kinetic energy = 601.648 eV
difference = 0.777 eV
relative excess = 0.1292 %
3D alternating-mode kinetic energy = 1807.28 eV
```
